# Light shifts of atomic levels: vector polarisability, magic and tune-out wavelengths: verification in Python

```python
# Result under test: the light-shift operator of a level J in the field
#   E(t) = Re[F eps exp(-i w t)]   is   -(F^2/4) A,   with
#   A = a_s + a_v C.J/(2J) + a_t (3Q - J(J+1)) / (J(2J-1)),
#   C = -i eps* x eps,   Q = (1/2){eps*.J, eps.J},
# and the tune-out (A = 0) and magic (equal A) frequencies that follow.
# A line is (Jp, Delta, S): upper angular momentum, transition energy,
# squared reduced dipole element (sum over all M, M' and components).
# Hartree atomic units; wavelengths in nm (vacuum).
from functools import lru_cache
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq
from sympy import Rational
from sympy.physics.wigner import wigner_3j

rng = np.random.default_rng(7)
BOHR = const.physical_constants["Bohr radius"][0]
NM = 2 * np.pi * BOHR / const.fine_structure * 1e9


def wavelength(w):
    return NM / w


@lru_cache(maxsize=None)
def unit_dipoles(J, Jp):
    """Cartesian blocks <Jp M'|d_i|J M> for S = 1, from 3j symbols."""
    a, b = Rational(int(2 * J), 2), Rational(int(2 * Jp), 2)
    n, m = int(2 * J) + 1, int(2 * Jp) + 1
    d = {q: np.zeros((m, n), complex) for q in (-1, 0, 1)}
    for r in range(m):
        for c in range(n):
            q = int(round((Jp - r) - (J - c)))
            if abs(q) <= 1:
                d[q][r, c] = (-1) ** r * float(
                    wigner_3j(b, 1, a, -(b - r), q, a - c))
    return np.array([(d[-1] - d[1]) / np.sqrt(2),
                     1j * (d[-1] + d[1]) / np.sqrt(2), d[0]])


@lru_cache(maxsize=None)
def spin_matrices(J):
    M = J - np.arange(int(2 * J) + 1)
    up = np.diag(np.sqrt(J * (J + 1) - M[1:] * (M[1:] + 1)), 1)
    return np.array([(up + up.T) / 2, (up - up.T) / 2j, np.diag(M)])


def explicit_operator(J, lines, w, eps):
    """Sum over states from the dipole matrices."""
    n = int(2 * J) + 1
    total = np.zeros((n, n), complex)
    for Jp, gap, S in lines:
        d = unit_dipoles(J, Jp)
        absorb = np.tensordot(eps, d, 1)
        emit = np.tensordot(np.conj(eps), d, 1)
        total += S * (absorb.conj().T @ absorb / (gap - w)
                      + emit.conj().T @ emit / (gap + w))
    return total


def components(J, lines, w):
    """Scalar, vector and tensor polarisabilities from the formulas."""
    a_s = a_v = a_t = 0.0
    for Jp, gap, S in lines:
        if Jp == J + 1:
            v = 3 * J / (J + 1)
            t = -J * (2 * J - 1) / ((J + 1) * (2 * J + 3))
        elif Jp == J:
            v, t = -3 / (J + 1), (2 * J - 1) / (J + 1)
        else:
            v, t = -3.0, -1.0
        b = 2 * S / (3 * (2 * J + 1)) / (gap**2 - w**2)
        a_s += b * gap
        a_v += b * v * w
        a_t += b * t * gap
    return a_s, a_v, a_t


def decomposed_operator(J, lines, w, eps):
    a_s, a_v, a_t = components(J, lines, w)
    A = a_s * np.eye(int(2 * J) + 1, dtype=complex)
    if J > 0:
        Jm = spin_matrices(J)
        C = -1j * np.cross(np.conj(eps), eps)
        A += a_v * np.tensordot(C, Jm, 1) / (2 * J)
    if J >= 1:
        x = np.tensordot(np.conj(eps), Jm, 1)
        y = np.tensordot(eps, Jm, 1)
        Q = (x @ y + y @ x) / 2
        A += a_t * (3 * Q - J * (J + 1) * np.eye(len(A))) / (J * (2 * J - 1))
    return A


def random_polarisation():
    e = rng.normal(size=3) + 1j * rng.normal(size=3)
    return e / np.linalg.norm(e)


# Test: dipole products equal a spin-1 x J projector, a polynomial in s.J
levi = np.zeros((3, 3, 3))
for i, j, k in ((0, 1, 2), (1, 2, 0), (2, 0, 1)):
    levi[i, j, k], levi[i, k, j] = 1, -1
for J in (1.0, 1.5, 2.0):
    Jm, n = spin_matrices(J), int(2 * J) + 1
    sJ = sum(np.kron(-1j * levi[k], Jm[k]) for k in range(3))
    eig = {J + 1: J, J: -1.0, J - 1: -J - 1}
    for Jp in eig:
        proj = np.eye(3 * n, dtype=complex)
        for other in eig:
            if other != Jp:
                proj = proj @ (sJ - eig[other] * np.eye(3 * n))
                proj /= eig[Jp] - eig[other]
        d = unit_dipoles(J, Jp)
        products = np.block([[d[i].conj().T @ d[j] for j in range(3)]
                             for i in range(3)])
        assert np.allclose(products, proj / (2 * Jp + 1), atol=1e-12)

# Test: decomposition against explicit sums, also with downward lines
worst = 0.0
for J in (0.0, 0.5, 1.0, 1.5, 2.0):
    for Jp in (J - 1, J, J + 1):
        if Jp < 0 or J + Jp < 1:
            continue
        for gap in (0.11, -0.04):
            eps = random_polarisation()
            line = [(Jp, gap, 7.0)]
            A = explicit_operator(J, line, 0.063, eps)
            B = decomposed_operator(J, line, 0.063, eps)
            worst = max(worst, np.abs(A - B).max() / np.abs(A).max())
assert worst < 1e-11

# Test: light shift from propagation of the driven atom over one period
F, w_drive, gap, S = 2e-4, 0.06, 0.10, 20.0
eps = random_polarisation()
dip = np.zeros((3, 6, 6), complex)
dip[:, 2:, :2] = np.sqrt(S) * unit_dipoles(0.5, 1.5)
dip[:, :2, 2:] = np.conj(np.transpose(dip[:, 2:, :2], (0, 2, 1)))
period, steps = 2 * np.pi / w_drive, 2000
dt = period / steps
times = (np.arange(steps) + 0.5) * dt
field = np.real(F * eps[None, :] * np.exp(-1j * w_drive * times)[:, None])
H = np.diag([0, 0] + 4 * [gap])[None] - np.tensordot(field, dip, 1)
en, vec = np.linalg.eigh(H)
small = (vec * np.exp(-1j * en * dt)[:, None, :]) @ np.conj(
    np.transpose(vec, (0, 2, 1)))
U = np.eye(6, dtype=complex)
for step in small:
    U = step @ U
val, vec = np.linalg.eig(U)
pick = np.argsort(-np.sum(np.abs(vec[:2])**2, axis=0))[:2]
quasi = -np.angle(val[pick]) / period
ground = vec[:2, pick]
H_eff = (ground * quasi) @ ground.conj().T
H_formula = -F**2 / 4 * decomposed_operator(0.5, [(1.5, gap, S)],
                                            w_drive, eps)
shift_error = np.linalg.norm(H_eff - H_formula) / np.linalg.norm(H_formula)
assert shift_error < 2e-3  # left over: fourth order in the field


def numerator_roots(x, f):
    """Zeros in w^2 of sum f_k/(x_k - w^2), denominators cleared."""
    return np.roots(sum(f[k] * np.poly(np.delete(x, k))
                        for k in range(len(x))))


# Test: with positive strengths each gap between lines holds one zero
for trial in range(20):
    x = np.cumsum(rng.uniform(0.2, 1.0, 5))
    z = numerator_roots(x, rng.uniform(0.1, 2.0, 5))
    assert np.abs(z.imag).max() < 1e-8
    z = np.sort(z.real)
    assert np.all(z > x[:-1]) and np.all(z < x[1:])

# Example (a): tune-out frequencies of a J = 1/2 doublet
D1, D2, S1, S2 = 0.060, 0.061, 10.0, 20.0
doublet = [(0.5, D1, S1), (1.5, D2, S2)]
e_plus = np.array([-1, -1j, 0]) / np.sqrt(2)
e_minus = np.array([1, -1j, 0]) / np.sqrt(2)
e_z = np.array([0, 0, 1], complex)


def doublet_alpha(w, circ, row):
    eps = np.sqrt((1 + circ) / 2) * e_plus + np.sqrt((1 - circ) / 2) * e_minus
    return explicit_operator(0.5, doublet, w, eps)[row, row].real


print("(a) doublet lines [hartree]:", D1, D2, " S [a.u.]:", S1, S2)
print(f"    line wavelengths [nm]: {wavelength(D1):.3f} {wavelength(D2):.3f}")
for circ, row in ((1.0, 1), (0.5, 1), (0.0, 1), (0.5, 0)):
    M = 0.5 - row
    w0 = brentq(doublet_alpha, D1 + 1e-8, D2 - 1e-8, args=(circ, row),
                xtol=1e-15)
    estimate = D1 + (1 - 2 * circ * M) / 3 * (D2 - D1)
    assert abs(w0 - estimate) < 0.02 * (D2 - D1)  # counter-rotating part
    a_s, a_v, _ = components(0.5, doublet, w0)
    assert abs(a_s + a_v * circ * M) < 1e-5 * abs(a_v)
    if circ == 0:
        f1, f2 = D1 * S1, D2 * S2
        closed = np.sqrt((f1 * D2**2 + f2 * D1**2) / (f1 + f2))
        assert abs(w0 - closed) < 1e-11
        vector_at_zero = a_v
    print(f"    C={circ:.1f} M={M:+.1f}: tune-out {w0:.7f} hartree,"
          f" near-resonance {estimate:.7f}, {wavelength(w0):.3f} nm")
print(f"    a_v at the linear-light tune-out [a.u.]: {vector_at_zero:.1f}")
inside = np.linspace(D1 + 1e-7, D2 - 1e-7, 400)
lowest = min(doublet_alpha(w, 1.0, 0) for w in inside)
assert lowest > 0
print(f"    C=1.0 M=+0.5: no zero in gap, smallest alpha {lowest:.1f} a.u.")

# Example (b): magic frequencies of two J = 0 levels
lower = [(1.0, 0.10, 30.0)]
upper = [(1.0, 0.02, 6.0), (1.0, 0.07, 4.0), (1.0, 0.09, 12.0)]


def scalar(lines, w):
    return components(0.0, lines, w)[0]


def difference(w, low=lower, up=upper, tail=0.0):
    return scalar(up, w) + tail - scalar(low, w)


x = np.array([g**2 for _, g, _ in upper + lower])
f = np.array([g * s for _, g, s in upper] + [-g * s for _, g, s in lower])
roots = numerator_roots(x, f)
magic = sorted(np.sqrt(r.real) for r in roots
               if abs(r.imag) < 1e-12 and r.real > 0)
w_m = brentq(difference, 0.0201, 0.0699, xtol=1e-15)
assert min(abs(w_m - m) for m in magic) < 1e-10
for trial in range(5):
    eps = random_polarisation()
    A = explicit_operator(0.0, upper, w_m, eps)[0, 0]
    B = explicit_operator(0.0, lower, w_m, eps)[0, 0]
    assert abs(A - B) < 1e-7 * abs(B)
print("(b) lower J=0 line (Delta [hartree], S [a.u.]):", lower[0][1:])
print("    upper J=0 lines:", *[line[1:] for line in upper])
print(f"    static alpha lower, upper [a.u.]: {scalar(lower, 0):.2f}"
      f" {scalar(upper, 0):.2f}")
for m in magic:
    print(f"    magic point: {m:.6f} hartree = {wavelength(m):.2f} nm,"
          f" alpha {scalar(lower, m):.2f} a.u.")
print("    upper-level terms at first magic point [a.u.]:",
      *[f"{scalar([line], w_m):.2f}" for line in upper])

# Sensitivity of the magic point in the gap 0.02 to 0.07 hartree
slope = sum(sign * 4 * s * g * w_m / (3 * (g**2 - w_m**2)**2)
            for lines, sign in ((upper, 1), (lower, -1)) for _, g, s in lines)
h = 1e-6
numeric = (difference(w_m + h) - difference(w_m - h)) / (2 * h)
assert abs(slope / numeric - 1) < 1e-5
print(f"    slope dD/dw there [a.u.]: {slope:.1f}")


def report_sensitivity(label, change, **model):
    linear = -change / slope
    solved = brentq(lambda w: difference(w, **model), 0.0201, 0.0699,
                    xtol=1e-15) - w_m
    assert abs(linear / solved - 1) < 0.08  # second order in the change
    print(f"    {label}: linear {-wavelength(w_m) * linear / w_m:+.3f} nm,"
          f" re-solved {wavelength(w_m + solved) - wavelength(w_m):+.3f} nm")


for k, (Jp, g, s) in enumerate(upper):
    changed = list(upper)
    changed[k] = (Jp, g, 1.01 * s)
    report_sensitivity(f"upper line {g:.2f}, S +1%",
                       0.01 * scalar([upper[k]], w_m), up=changed)
report_sensitivity("lower line 0.10, S +1%", -0.01 * scalar(lower, w_m),
                   low=[(1.0, 0.10, 30.0 * 1.01)])
report_sensitivity("upper remainder +5 a.u.", 5.0, tail=5.0)

# Example (c): upper J = 1 level with the same scalar polarisability
triplet = [(2.0, g, 3 * s) for _, g, s in upper]
a_s, a_v, a_t = components(1.0, triplet, w_m)
assert abs(a_s / scalar(upper, w_m) - 1) < 1e-12
print("(c) upper J=1 lines to J'=2:", *[line[1:] for line in triplet])
print(f"    a_s, a_v, a_t at first magic point of (b) [a.u.]:"
      f" {a_s:.2f} {a_v:.2f} {a_t:.2f}")
grid = np.linspace(0.0201, 0.0699, 400)
for name, eps, rows in (("linear", e_z, (1, 0)), ("sigma+", e_plus, (0, 1, 2))):
    for row in rows:
        def mismatch(w):
            A = decomposed_operator(1.0, triplet, w, eps)
            return A[row, row].real - scalar(lower, w)
        signs = np.sign([mismatch(w) for w in grid])
        assert np.count_nonzero(np.diff(signs)) == 1
        w1 = brentq(mismatch, grid[0], grid[-1], xtol=1e-15)
        A = explicit_operator(1.0, triplet, w1, eps)
        assert np.abs(A - np.diag(np.diag(A))).max() < 1e-9
        assert abs(A[row, row].real / scalar(lower, w1) - 1) < 1e-7
        print(f"    {name} M={1 - row:+d}: magic {w1:.6f} hartree,"
              f" {wavelength(w1):.2f} nm")

print(f"largest relative error of decomposition: {worst:.1e}")
print(f"relative error of light shift, propagation: {shift_error:.1e}")
print("OK")
```

Output:

```
(a) doublet lines [hartree]: 0.06 0.061  S [a.u.]: 10.0 20.0
    line wavelengths [nm]: 759.389 746.940
    C=1.0 M=-0.5: tune-out 0.0606648 hartree, near-resonance 0.0606667, 751.067 nm
    C=0.5 M=-0.5: tune-out 0.0604979 hartree, near-resonance 0.0605000, 753.139 nm
    C=0.0 M=-0.5: tune-out 0.0603315 hartree, near-resonance 0.0603333, 755.217 nm
    C=0.5 M=+0.5: tune-out 0.0601655 hartree, near-resonance 0.0601667, 757.300 nm
    a_v at the linear-light tune-out [a.u.]: 15041.8
    C=1.0 M=+0.5: no zero in gap, smallest alpha 5042.1 a.u.
(b) lower J=0 line (Delta [hartree], S [a.u.]): (0.1, 30.0)
    upper J=0 lines: (0.02, 6.0) (0.07, 4.0) (0.09, 12.0)
    static alpha lower, upper [a.u.]: 200.00 326.98
    magic point: 0.062107 hartree = 733.62 nm, alpha 325.59 a.u.
    magic point: 0.084915 hartree = 536.57 nm, alpha 717.00 a.u.
    upper-level terms at first magic point [a.u.]: -23.14 179.03 169.70
    slope dD/dw there [a.u.]: 20543.3
    upper line 0.02, S +1%: linear -0.133 nm, re-solved -0.133 nm
    upper line 0.07, S +1%: linear +1.029 nm, re-solved +1.032 nm
    upper line 0.09, S +1%: linear +0.976 nm, re-solved +0.985 nm
    lower line 0.10, S +1%: linear -1.872 nm, re-solved -1.835 nm
    upper remainder +5 a.u.: linear +2.875 nm, re-solved +2.982 nm
(c) upper J=1 lines to J'=2: (0.02, 18.0) (0.07, 12.0) (0.09, 36.0)
    a_s, a_v, a_t at first magic point of (b) [a.u.]: 325.59 306.14 -32.56
    linear M=+0: magic 0.058462 hartree, 779.36 nm
    linear M=+1: magic 0.063575 hartree, 716.68 nm
    sigma+ M=+1: magic 0.055294 hartree, 824.02 nm
    sigma+ M=+0: magic 0.063575 hartree, 716.68 nm
    sigma+ M=-1: magic 0.068245 hartree, 667.64 nm
largest relative error of decomposition: 7.1e-16
relative error of light shift, propagation: 6.0e-05
OK
```
